# Why mixing two alkali ions in a glass lowers its conductivity

**Question.** Replace part of the sodium in a silicate glass by potassium, keeping the total number of alkali ions fixed. Both ions are mobile, and each pure glass conducts. Why does the mixed glass conduct far less than either, and why does the gap widen on cooling? Can it follow from one assumption, that each ion avoids the sites shaped for the other?

**Answer.**

### The mechanism

As the glass solidifies, its network sets around the ions it holds. Let a fraction $x$ of the ions be B and $1-x$ be A. I assume that a fraction $x$ of the sites is then adapted to B and $1-x$ to A, randomly placed and frozen. A fraction $v$ of all sites is vacant, and two ions cannot share a site. No other interaction between ions is included.

An A ion travels easily along a chain of A-sites. Each B-site is an obstacle to it, so raising $x$ cuts its paths. B ions gain paths as A ions lose them, but paths through randomly placed sites do not join up in proportion to their number. Below a critical fraction $p_c$ of usable sites, the percolation threshold, there are only finite clusters. If $p_c>1/2$, there is a range $1-p_c<x<p_c$ in which neither ion has a continuous path of its own sites. All long-range current must then use foreign sites, which costs energy.

Two conditions are hidden here: the threshold must exceed one half, and the foreign site must be hard to enter, which is more than being a poor place to stay. The formula shows why.

### Bond conductances

For an A ion let $m_i=0$ on an A-site and $m_i=1$ on a B-site; for B the roles are exchanged. A foreign site lies higher by $\Delta$. Define $h=e^{-\Delta/kT}$. With exclusion as the only interaction, equilibrium is a product over sites, and the probability of finding A on site $i$ is

$$f_i=z_A v_i h^{m_i},$$

where $v_i$ is the probability that the site is vacant and the fugacity $z_A$ fixes the number of A ions. At $x=1/2$, symmetry makes $v_i=v$ and $z_A=z_B=z$. Then $v(1+z+zh)=1$, so

$$z=\frac{1-v}{v(1+h)} .$$

Let the pass between neighbours $i$ and $j$ lie at $E_0+\theta\Delta(m_i+m_j)$, measured from the energy of an own site. The barrier seen from site $i$ is this height minus $m_i\Delta$. With attempt rate $\nu$ and $\Gamma=\nu e^{-E_0/kT}$, the hop rate is

$$W_{ij}=\Gamma h^{\theta(m_i+m_j)-m_i}.$$

A hop needs an ion at $i$ and a vacancy at $j$, so its equilibrium frequency is

$$G_{ij}=f_i v_j W_{ij}=\Gamma z_A v_i v_j h^{\theta(m_i+m_j)} .$$

The factor $h^{m_i}$ from the rarity of the ion on a foreign site has cancelled the factor $h^{-m_i}$ from its faster escape. The depth of the well drops out; the height of the pass remains. Relative to an own-own bond, an own-foreign bond carries $h^\theta$ and a foreign-foreign bond $h^{2\theta}$, apart from changes in $v_i$, which vanish for $h\ll1$.

### From hops to conductivity

Let $C$ be a configuration of all ions, $\pi(C)$ its equilibrium weight, and $g=\pi(C)W(C\to C')$, which is symmetric by detailed balance. A field $F$ multiplies the rate of a hop with displacement $d$ along the field by $e^{\epsilon d/2}$, with $\epsilon=qF/kT$, and the reverse rate by $e^{-\epsilon d/2}$. Write the steady distribution as $\pi(1-\epsilon\psi)$. To first order in $\epsilon$, the net flow from $C$ to $C'$ is

$$g\left[(1-\epsilon\psi)\left(1+\tfrac{\epsilon d}{2}\right)-(1-\epsilon\psi')\left(1-\tfrac{\epsilon d}{2}\right)\right]=\epsilon g\,(d+\psi'-\psi).$$

In the steady state the flows out of each $C$ sum to zero. This is also the condition that $\psi$ minimises

$$S[\psi]=\sum_{\text{pairs}}g\,(d+\psi'-\psi)^2,$$

each pair of configurations joined by a hop being counted once. The current density is $(q\epsilon/V)\sum g(d+\psi'-\psi)d$. Adding $\psi'-\psi$ to the last factor changes nothing, because $\sum g(d+\psi'-\psi)(\psi'-\psi)$ regroups into the vanishing sums at each $C$. Dividing by $F$ gives

$$\sigma=\frac{q^2}{VkT}\min_\psi S[\psi].$$

Now restrict $\psi$ to sums of one-ion terms, $\phi^A_i$ for each A at site $i$ and $\phi^B_i$ for each B. When an A ion hops, $\psi'-\psi=\phi^A_j-\phi^A_i$, and summing $g$ over the other sites gives $G^A_{ij}$. A restricted minimum cannot lie below the full one, so

$$\sigma\le\frac{q^2}{VkT}\sum_{s=A,B}\ \min_{\phi^s}\sum_{\text{bonds}}G^s_{ij}\,(d_{ij}+\phi^s_j-\phi^s_i)^2 .$$

The right side is the conductivity of two separate resistor networks. It is a rigorous upper bound for this model.

For a pure glass the bound is exact. With occupation numbers $n_i=0,1$, the flows out of a configuration are proportional to

$$\sum_{\text{bonds}}[n_i(1-n_j)-n_j(1-n_i)]D_{ij}=\sum_{\text{bonds}}(n_i-n_j)D_{ij}=\sum_i n_i\sum_jD_{ij},$$

where $D_{ij}=d_{ij}+\phi_j-\phi_i=-D_{ji}$. Kirchhoff's law makes each inner sum zero, so the one-ion solution is the full solution. The same argument holds for $\Delta\to\infty$ with $\theta>0$, when each ion keeps to its own sites, and for $\Delta=0$ with equal rates, when the labels A and B do not matter. In that second limit the mixture conducts just like the pure glass.

Take a cubic net with three neighbours per site, bond length $l$ and site density $n$. The three bond vectors at a site sum to zero, so $\phi=0$ in the pure glass. There are $3/2$ bonds per site, the mean of $d^2$ is $l^2/3$, and $G=\Gamma v(1-v)$. Hence

$$\sigma_0=\frac{nq^2\Gamma l^2v(1-v)}{2kT}.$$

Since the ends of the composition range are exact and the middle is bounded from above, a minimum found from the networks proves a minimum in the model at least as deep.

### How deep the minimum is

Suppose that, for each of the two ions, its own sites form only finite clusters. Choosing $\phi$ to cancel $d_{ij}$ inside every cluster removes all own-own terms. The rest carry $h^\theta$ or less, so the network conductivity is at most a constant times $h^\theta\sigma_0$. Conversely, if own-own and own-foreign bonds together span the glass, each has at least the relative conductance $h^\theta$ (for $h\ll1$). Lowering them all to that value and deleting the others cannot raise the conductivity, which is therefore at least another constant times $h^\theta\sigma_0$. So

$$\frac{\sigma_{\rm net}}{\sigma_0}\sim C\,e^{-\theta\Delta/kT},\qquad E_{\rm mid}\to E_0+\theta\Delta ,$$

where $E$ is the activation energy of $\sigma T$. The model's own conductivity obeys the upper half of this, so its ratio to $\sigma_0$ falls at least this fast at low temperature.

If instead $p_c<1/2$, at least one ion has an own-site path at every $x$. The dip then tends to a fixed depth on cooling.

### Numbers

Take round parameters in the rough regime of a sodium-potassium silicate glass: $E_0=0.65$ eV, $\Delta=0.50$ eV, $\theta=1/2$, $v=0.10$, $l=0.35$ nm and $\nu=10^{13}$ s⁻¹. Both ions get the same barrier, so unequal mobility cannot cause the result. The three-coordinated net stands for sparse ion channels; its site density is $8.25\times10^{21}$ cm⁻³.

At 300 K, $kT=0.02585$ eV and $\Gamma=120.4$ s⁻¹. With $q/kT$ in V⁻¹,

$$\sigma_0=\frac{(8.25\times10^{21})(1.602\times10^{-19})(120.4)(3.5\times10^{-8})^2(0.09)}{2(0.02585)}=3.4\times10^{-10}\ \text{S/cm}.$$

Cluster searches on finite random samples give $p_c\approx0.57$, so neither ion has an own-site path for $0.43<x<0.57$. Own-own and own-foreign bonds together span up to a foreign fraction of about 0.76. Solving Kirchhoff's equations on random nets of 5832 sites gives these network bounds:

| $x$ | $\sigma_{\rm net}/\sigma_0$, 300 K | $E$ (eV), 300–400 K |
|---|---|---|
| 0.1 | 0.63 | 0.650 |
| 0.3 | 0.11 | 0.652 |
| 0.4 | 0.012 | 0.679 |
| 0.5 | $1.6\times10^{-4}$ | 0.899 |

Each row averages two random samples. At $x=0.4$, close to the threshold, single samples differ by about a factor of two. Further samples and a larger net give ratios of 0.006 to 0.011, with $E$ near 0.69 eV, so that row is rough and probably somewhat high. The curve is symmetric about $x=0.5$, where each ion contributes $8.0\times10^{-5}$, which is 1.27 times $h^\theta=6.3\times10^{-5}$. At 400 K the total is $1.78\times10^{-3}$, so the activation energy rises by

$$\frac{\ln(1.78\times10^{-3}/1.60\times10^{-4})}{1/0.02585-1/0.03447}\ \text{eV}\approx0.25\ \text{eV}=\theta\Delta .$$

The conductivity at the minimum is at most $5.4\times10^{-14}$ S/cm for these samples; this bound lies about 6200 times below the pure glass at 300 K and 560 times at 400 K. These figures are good to about 10%: single samples give 5800 to 7000 at 300 K, and a net of 17576 sites gives about 6800, with a prefactor near 1.17 instead of 1.27.

On a simple cubic net, where own-site paths span up to $x\approx0.7$, the ratio at $x=0.5$ in one random sample is 0.222 at 300 K and 0.223 at 400 K: a dip that has stopped deepening. With the three-coordinated net and a barrier for B higher by 0.10 eV, pure B conducts 0.021 times as well as pure A at 300 K. The lowest two-sample average on a composition grid of step 0.1 is still at $x=0.5$, at $8.2\times10^{-5}$ of pure A, some 250 times below the slower pure glass. This grid is too coarse to locate the minimum. At $x=0.55$ single samples give $4$ to $8\times10^{-5}$, most of them near $4\times10^{-5}$, and at $x=0.6$ they give $1.5$ to $2.6\times10^{-4}$. The minimum thus shifts somewhat towards the slower ion and is deeper than the grid value.

### What the networks leave out

An ion that enters a vacant foreign site leaves a vacancy behind it. Its return barrier is $E_0-\Delta/2=0.40$ eV, so it usually returns before another ion fills that vacancy. Take a foreign site between two own sites. Going on requires a second vacancy ahead. The other ions, with barriers of 0.65 eV or more, hardly move during so short a visit, so the site ahead is either vacant throughout, with probability about $v$, or occupied throughout. If it is vacant, forward and back are equally likely; if not, the ion returns. The forward chance is roughly $v/2=0.05$, where a resistor network assumes one half. This suggests that the true conductivity is of the order of $v=0.10$ times the bound, by a factor that hardly depends on temperature. The estimate treats successive crossings as unrelated; an isolated site that stays occupied for a long time blocks the other ion and can lower the factor further.

A periodic cell of eight sites can be solved over all its configurations. For three half-and-half arrangements in which neither ion has an own-site path, the mean conductivity is 0.117 of the mean bound at both 300 and 400 K, and the activation energy still rises by 0.250 eV. So small a cell only indicates the size of the effect. If the factor carried over, the minimum would lie near $6\times10^{-15}$ S/cm. The factor falls somewhat with cell size: in the low-temperature limit, cells of 64 sites with $v\approx0.09$ give 0.07 to 0.08, which would put the minimum near $4\times10^{-15}$ S/cm.

The cell also shows what happens when foreign wells are avoided but their passes are not raised, $\theta=0$. The bound is then $2/(1+h)\approx2$ times the pure value and guarantees no minimum. Depending on the arrangement, the conductivity is 0.12 to 0.29 of the pure value, and for each arrangement solved it is the same at both temperatures. Blocking and returns still reduce conduction, but without any extra activation energy. In this cell the thermally activated loss appears only with the raised passes.

### Beside a real glass

Mixed sodium-potassium silicates with a high alkali content do show a drop of orders of magnitude near room temperature, with a raised activation energy. The model has this character, but $\Delta$ and $\theta$ were chosen, not measured, and the depth depends on them exponentially: 0.05 eV more in $\Delta$ deepens the 300 K minimum by $e^{0.025/0.02585}\approx2.6$. The shape agrees less well. In real glasses the first small additions of the second ion already lower the conductivity strongly, whereas the bound loses only 37% at $x=0.1$, and about half of its fall on a logarithmic scale lies between $x=0.4$ and $x=0.5$.

The least secure assumption is the absence of Coulomb forces. The inverse cube root of the vacancy density is 1.07 nm. At that distance, with a relative permittivity of 7, two vacancies have a mutual energy of 0.19 eV, about seven times $kT$ at 300 K and comparable with $\theta\Delta$. With random placement, the nearest other vacancy is usually closer than this, and the energy is larger still. Part of this may be absorbed in $E_0$; its effect on the minimum is not calculated here.

Some other simplifications can be checked. A frozen Gaussian spread of 0.05 eV in the pass heights changes the 300 K ratio from $1.5\times10^{-4}$ to $2.0\times10^{-4}$ in one sample. At 750 K, a rough glass-transition temperature, the equilibrium fraction of misplaced ions at $x=0.5$ is $h/(1+h)=4\times10^{-4}$, so the picture of ions on their own sites is consistent. Linear response in the pure glass requires fields well below $2kT/(ql)=1.5$ MV/cm at 300 K. In the mixed glass the voltage concentrates on the passes between clusters, so the limit is lower. The remaining values are in the numerical output.

## Numbers as computed

```
Barrier E0 0.65 eV, mismatch 0.50 eV, theta 0.50
Vacant fraction 0.10, hop 0.35 nm, attempt rate 1e+13 1/s
Site density 8.25e+21 cm^-3; sites in random net 5832
300 K: kT 0.02585 eV, h 3.98e-09, h^theta 6.31e-05
300 K: hop rate 1.204e+02 1/s, pure conductivity 3.391e-10 S/cm
400 K: kT 0.03447 eV, h 5.02e-07, h^theta 7.08e-04
400 K: hop rate 6.462e+04 1/s, pure conductivity 1.365e-07 S/cm
Own-site paths span up to x = 0.426; threshold p_c = 0.574
Own-own plus own-foreign bonds span up to x = 0.757
x | A part, B part, total / pure at 300 K | total / pure at 400 K
0.1 | 6.30e-01 6.52e-09 6.30e-01 | 6.31e-01
0.2 | 3.35e-01 1.63e-08 3.35e-01 | 3.36e-01
0.3 | 1.10e-01 2.85e-06 1.10e-01 | 1.13e-01
0.4 | 1.19e-02 2.02e-05 1.19e-02 | 1.58e-02
0.5 | 8.02e-05 8.02e-05 1.60e-04 | 1.78e-03
0.6 | 2.02e-05 1.19e-02 1.19e-02 | 1.58e-02
0.7 | 2.85e-06 1.10e-01 1.10e-01 | 1.13e-01
0.8 | 1.63e-08 3.35e-01 3.35e-01 | 3.36e-01
0.9 | 6.52e-09 6.30e-01 6.30e-01 | 6.31e-01
x | network-bound conductivity at 300 K (S/cm) | activation energy (eV)
0.1 | 2.14e-10 | 0.650
0.2 | 1.14e-10 | 0.650
0.3 | 3.75e-11 | 0.652
0.4 | 4.03e-12 | 0.679
0.5 | 5.44e-14 | 0.899
Depth pure/minimum: 6235 at 300 K, 561 at 400 K
Low-temperature power of h in the leak at x=0.5: 0.5000
Cell, steady field current / linear-response value: 1.0000121
Cell, no mismatch: exact/pure 1.0000000
Cell, infinite mismatch: exact 0.33333, bound 0.33333 of pure
Cell, 300 K: exact 1.31e-05, bound 1.12e-04 of pure, ratio 0.117
Cell, 400 K: exact 1.47e-04, bound 1.26e-03 of pure, ratio 0.117
Cell, exact rise of activation energy: 0.250 eV
Cell, theta=0: exact/pure 0.1198 (300 K), 0.1198 (400 K)
Cell, theta=0: bound/pure 2.0000 (300 K)
Simple cubic: own-site paths span up to x = 0.698
Simple cubic, x=0.5: total/pure 0.2217 (300 K), 0.2233 (400 K)
B barrier +0.10 eV: pure B / pure A 2.09e-02 at 300 K
B barrier +0.10 eV: minimum 8.19e-05 of pure A at x=0.5
Pass spread 0.05 eV: mixed/pure 1.97e-04, without 1.54e-04
Ions misplaced at 750 K, x=0.5: fraction 4.36e-04
Vacancy spacing 1.07 nm; Coulomb energy 0.193 eV (eps_r 7)
Field where q*F*hop/2 = kT at 300 K: 1.48 MV/cm
```
